Why a Dangling Bond Lies near Midgap, and How Near

**What goes wrong without the result**

Suppose that a bond at a silicon–oxide interface loses one of its two partners, and that the remaining electron is assumed to keep the energy it had in the bond. It would then sit among the valence states, the gap would stay clean, and a missing bond could not trap charge at energies inside the gap. This fails because the bonding energy belonged to the pair. The opposite shortcut, placing the level at the centre of the gap, also fails: the centre of a bond's splitting and the centre of a solid's gap are different energies.

The contributions are taken here one at a time in a one-electron model with fixed atoms. A "site" is one hybrid orbital, not a whole atom. The formulas hold in any consistent energy unit; numbers are in eV. The parameters are round values and describe no particular material.

**Contribution 1: the lost splitting**

Let two orthogonal hybrids have the same energy e_h and the coupling −V2, with V2 > 0. The levels follow from

(e_h − E)² − V2² = 0,

E = e_h − V2 (bonding), E = e_h + V2 (antibonding).

Deleting one hybrid removes its row and column from the 2×2 matrix. The single element e_h remains, so

E_dangling = e_h.

This is halfway between the former levels and V2 above the bonding one. With e_h = 0 and V2 = 3 eV, the levels −3 and +3 eV are replaced by one level at 0. Of the two electrons in the bond, one left with its hybrid, so the remaining level is singly occupied.

**Contribution 2: unequal partners**

Now let the hybrids have energies +V3 and −V3 about their mean, which is set to zero. Then

(V3 − E)(−V3 − E) − V2² = E² − V3² − V2² = 0,

E = ±W, W = √(V2² + V3²).

Whichever hybrid survives keeps its own energy, +V3 or −V3. Its height above the bonding level, as a fraction of the splitting 2W, is

(W ± V3)/(2W) = ½(1 ± V3/W).

For V3 = 1 eV, W = 3.162 eV and the fractions are 0.658 and 0.342. In a silicon–oxygen bond the oxygen hybrid is the lower one. In this pair model a silicon dangling bond therefore lies in the upper half of the splitting and an oxygen one in the lower half. For V3 much larger than V2 the fractions tend to 1 and 0, and the midpoint rule is lost.

**Contribution 3: overlap**

Let equal hybrids have overlap S, with 0 < S < 1, and write the off-diagonal element as H12 = e_h S − K, with K > 0. The generalized eigenvalue condition is

(e_h − E)² = (H12 − E S)².

With y = E − e_h, the bracket on the right is H12 − E S = −(yS + K), so

y² = (yS + K)².

The root y = yS + K gives y = K/(1 − S). The root y = −(yS + K) gives y = −K/(1 + S). The antibonding level is pushed up further than the bonding level is pushed down. The splitting is

K/(1 − S) + K/(1 + S) = 2K/(1 − S²),

and the surviving hybrid, at y = 0, lies at the fraction

[K/(1 + S)] · (1 − S²)/(2K) = (1 − S)/2.

For S = 0.2 and K = 3 eV the levels are −2.5 and 3.75 eV. Their midpoint is 0.625 eV, so the dangling level is 0.625 eV below it, at the fraction 0.4. From here on, overlap is neglected and all hybrids are equal.

**Contribution 4: coupling between hybrids on one atom**

In a solid each atom carries four sp³ hybrids

h_j = ½ s + (√3/2) p_j,

where p_j is the p orbital along bond j. For tetrahedral directions two different p_j have the scalar product −1/3. With atomic energies e_s < e_p,

⟨h_j|H|h_j⟩ = e_s/4 + 3e_p/4 = e_h,

⟨h_i|H|h_j⟩ = e_s/4 + (3/4)(−1/3)e_p = −(e_p − e_s)/4 = −V1.

Adding the definitions gives e_h + V1 = e_p. The values e_s = −1.5 eV and e_p = 0.5 eV give e_h = 0 and V1 = 0.5 eV.

Hybrids are thus coupled by −V1 on an atom and by −V2 across a bond. Let J be the matrix with 1 between any two hybrids of the same atom, diagonal included, and let B exchange the two hybrids of each bond. Then

H = e_p − V1 J − V2 B.

The diagonal element is e_p − V1 = e_h, as it must be. On an atom with four hybrids J has the eigenvalue 4 for equal amplitudes and 0 for the three combinations whose amplitudes sum to zero. Since B² = 1, B has the eigenvalues +1 and −1.

Let there be M hybrids, all paired. The M/2 bonding orbitals span a subspace with B = +1, the M/2 antibonding orbitals one with B = −1. For normalized states,

B = +1: ⟨H⟩ = e_p − V1⟨J⟩ − V2 ≤ e_p − V2,

B = −1: ⟨H⟩ = e_p − V1⟨J⟩ + V2 ≥ e_p + V2 − 4V1.

By the min-max principle, a subspace of dimension M/2 on which ⟨H⟩ never exceeds a value guarantees at least M/2 eigenvalues at or below that value. The mirror statement holds for the lower bound. If V2 > 2V1 the two ranges do not overlap, and together they account for all M levels. The interval between them is empty however the bonds are arranged. Twelve randomly connected networks were diagonalized as a test, and all respect it.

Diamond reaches both limits. The amplitudes (1, −1, 0, 0) on the four hybrids of every atom give J = 0 and B = +1. Equal amplitudes on each atom, with opposite signs on the two sublattices, give J = 4 and B = −1. Using e_p = e_h + V1, the edges are

E_v = e_h + V1 − V2,

E_c = e_h + V2 − 3V1,

E_c − E_v = 2(V2 − 2V1), (E_v + E_c)/2 = e_h − V1.

So midgap lies V1 below the hybrid energy. The reason is that J ranges from 0 to 4, while its expectation value in any single bond orbital is 1. A bonding orbital has mean energy e_h − V2 and an antibonding one e_h + V2, symmetric about e_h. The valence edge is V1 above the first mean, but the conduction edge is 3V1 below the second. The average of the edge displacements is (V1 − 3V1)/2 = −V1.

In the example E_v = 0.5 − 3 = −2.5 eV and E_c = 3 − 1.5 = 1.5 eV. The gap is 4 eV and its centre is at −0.5 eV.

**One deleted hybrid gives one gap level**

Delete hybrid d from the diamond crystal, treated as a large periodic cell. M/2 − 1 complete bonds remain. The bounds above still apply to their bonding and antibonding orbitals, because an atom with three hybrids has J between 0 and 3. Hence at least M/2 − 1 levels lie at or below E_v and at least M/2 − 1 at or above E_c. Of the M − 1 levels, one is not yet placed.

To locate it, let H′ be the matrix after deletion. The cofactor formula for an inverse matrix gives

G_dd(E) = [(E − H)⁻¹]_dd = det(E − H′)/det(E − H).

Inside the gap det(E − H) is not zero, so a level of H′ there is a zero of G_dd. In terms of the intact crystal's levels E_n and their amplitudes c_dn on d,

G_dd(E) = Σ_n |c_dn|²/(E − E_n).

Every term falls or is zero as E rises through the gap, so there is at most one zero. Each edge has a state with weight on d, as the two edge states written above show (for the valence edge, place one of the nonzero amplitudes on d). Therefore G_dd runs from +∞ at E_v to −∞ at E_c, and there is one zero.

This count holds for any finite cell, but it does not by itself make the state a bound one. The conduction-edge state is spread evenly over the cell, so its weight on d is only 1/M. In the infinite crystal G_dd stays finite at E_c, and a zero remains inside the gap only if that edge value is negative. For diamond this requires V2 > 2.93 V1. For 2V1 < V2 < 2.93 V1 the zero moves up to E_c as the cell grows, and the state spreads through the crystal. In the example used here the level stays well inside the gap and is concentrated on the dangling hybrid.

With one electron per hybrid, M − 1 electrons are present. Filling the M/2 − 1 valence states takes M − 2 of them, and the last one occupies the gap level. This is the unpaired electron of the neutral dangling bond.

The zero is also a balance:

Σ_valence |c_dn|²/(E − E_n) = Σ_conduction |c_dn|²/(E_n − E).

The valence states contain M/2 of the M state weights, and all hybrids of diamond are equivalent, so d has weight ½ in each group. The level therefore has equal harmonic mean distances to the valence and conduction states. For the isolated pair both distances are V2, which returns the midpoint. In the crystal both are 2.94 eV, although the distances to the edges are 2.5 and 1.5 eV. The level is central with respect to all states weighted in this way, not with respect to the edges.

**Where the level lies when there are no rings**

Consider an infinite network in which bonds never close into a ring. Give the dangling hybrid the amplitude 1 and the other three hybrids of its atom the amplitude 0. Give the bond partners of those three the amplitude −r, with r = V1/V2. On each atom so reached, the other three hybrids again have amplitude 0, their partners +r², and so on outward. There are three kinds of row in the eigenvalue equation.

For the dangling hybrid, the other hybrids on its atom are empty and it has no partner:

e_h · 1 = E · 1.

For an empty hybrid, let c be the amplitude of the occupied hybrid on its atom. Its partner then has −rc:

−V1 c − V2(−rc) = −V1 c + V1 c = 0.

For an occupied hybrid farther out, the other hybrids on its atom are empty, and so is its partner:

e_h c = E c.

All rows hold with E = e_h. The coupling V1 moves the band edges but not this level, because on each empty hybrid the pull from its own atom is cancelled by the pull from across the bond.

After n bonds there are 3ⁿ occupied hybrids, each with weight r²ⁿ, so the norm is

Σ_n (3r²)ⁿ = 1/(1 − 3r²), for 3r² < 1.

The dangling hybrid carries the weight 1 − 3r². Here r = 1/6 and the weight is 1 − 3/36 = 0.917. For V2 ≤ √3 V1 the sum diverges and this state is no longer bound.

**Contribution 5: rings**

In diamond, two routes around a ring can bring amplitude to two hybrids of the same atom. These are coupled by −V1, and the construction above no longer satisfies every row. Diagonalizing a cell of 250 atoms with one hybrid deleted gives a level 0.00014 eV below e_h. A cell of 128 atoms gives the same shift to this precision, so it is not mainly an effect of cell size. The weight on the dangling hybrid is again 0.917.

The ring shift grows with V1. At V1 = 0.75 eV, with V2 still 3 eV, the 128-atom cell puts the level 0.747 eV above midgap instead of 0.750 eV. The shift is then about 0.003 eV, still small beside V1.

**Control: put a partner back**

Replace the deleted hybrid by a separate atom with one orbital of energy e_h, coupled to the dangling hybrid by −t. For t = V2 every orbital is paired again. The new atom has J = 1 and the diagonal element e_p − V1 = e_h, so the bounds of contribution 4 apply and the gap must be empty. Diagonalization finds no state in it. This is the principle of saturating a dangling bond with hydrogen, although a real hydrogen atom has its own energy and coupling.

For t = 1 eV a partner is present, yet two levels lie in the gap, at −0.958 and 0.944 eV. A two-level estimate explains them. The dangling state has the amplitude √0.917 on its hybrid, so it couples to the new orbital by t√0.917 ≈ 0.96 eV, which gives levels near ±0.96 eV. The estimate leaves out the coupling of the new orbital to the band states. What clears the gap is thus a sufficient splitting, not the mere presence of a partner. As t → 0 one of the two levels becomes the dangling level and the other the free orbital, both near e_h. A badly stretched bond between two crystal atoms likewise leaves a pair of gap levels, at −0.92 and 0.89 eV for t = 1 eV; there both become dangling levels as t → 0.

**Weighing the contributions**

For equal partners without overlap, the dangling level relative to the diamond gap is, apart from the ring shift,

E_dangling − midgap = V1,

(E_dangling − E_v)/(E_c − E_v) = (V2 − V1)/[2(V2 − 2V1)].

In the example:

- Losing the splitting raises the level by 3 eV from the pair's bonding energy, or by 2.5 eV from the valence edge.
- The coupling V1 leaves it 0.5 eV above midgap, at the fraction 2.5/4 = 0.625 of the gap.
- Rings change this by about 0.0001 eV.

The pair examples show that unequal partners and overlap can matter as much as V1: they displace the level from the pair's midpoint by 1 eV and 0.625 eV. Overlap acts downward, against V1. With S = 0.2 and K = 3 eV across every bond of the diamond model, the level lies 0.10 eV above midgap instead of 0.50 eV, a smaller displacement than in the pair. These displacements come from separate models and should not simply be added.

"Near midgap" means that V1 is small compared with half the gap, V2 − 2V1. Here the ratio is 0.5/2 = 0.25. The energy e_h lies below the diamond conduction edge if e_h < e_h + V2 − 3V1, that is, if V2 > 3V1. For 2V1 < V2 ≤ 3V1 the gap is still open, but e_h is no longer inside it and cannot serve as the estimate, and below V2 ≈ 2.93 V1 the diamond model has no bound gap level at all. Several parameter sets in use for silicon and germanium have V2/V1 of about 2.5 to 2.8 and fall in this range. The two-coupling model therefore shows the mechanism, but it does not by itself place the dangling-bond level of real silicon; that needs further couplings and charging.

**What fixed atoms and one electron leave out**

If the atom relaxes until its three remaining bonds are planar, the dangling orbital becomes a pure p orbital. It is then orthogonal to the three in-plane hybrids and has no coupling to them on the atom, so in this model its level is e_p = e_h + V1. In the example this is 0.5 eV, or 1 eV above midgap. This relaxation therefore raises the level by V1, which is as much as its original height above midgap.

Charging splits the level. For an isolated hybrid with orbital energy e_0 and repulsion U between two electrons, the total energies with 0, 1 and 2 electrons are 0, e_0 and 2e_0 + U. The first electron enters at e_0, the second at e_0 + U. In a mean-field description of the intact bond, each electron meets on average half an electron of opposite spin on a hybrid, so e_h = e_0 + U/2. The two charging levels then lie at e_h − U/2 and e_h + U/2. The energy e_h is their centre, not a measured transition level; in a solid, screening and relaxation change both.

The numerical output below gives the values used here.

Calculated quantities

```
s energy -1.50 eV, p energy 0.50 eV
hybrid energy e_h 0.00 eV, V1 0.50 eV, V2 3.00 eV
pair: bonding -3.000, antibonding 3.000 eV
pair with one hybrid deleted: 0.000 eV
upward shift from bonding level: 3.000 eV
unequal pair, V3 1.0 eV: levels -3.162, 3.162 eV
  fraction of splitting, upper hybrid left: 0.658
  fraction of splitting, lower hybrid left: 0.342
overlap S 0.2, K 3.0 eV: levels -2.500, 3.750 eV
  fraction of splitting after deletion: 0.400
random fully paired networks with empty gap: 12
diamond cell: 250 atoms, 1000 hybrids
valence edge -2.5000 eV, conduction edge 1.5000 eV
gap 4.0000 eV, midgap -0.5000 eV
states in gap after deleting one hybrid: 1
dangling level in diamond: -0.000138 eV
  above valence edge: 2.4999 eV
  above midgap: 0.4999 eV
  fraction of gap: 0.6250
  weight on dangling hybrid: 0.9166
  same level in cell of 128 atoms: -0.000142 eV
zero of Green function of removed hybrid: -0.000138 eV
valence weight of removed hybrid: 0.5000
harmonic mean distance to valence states: 2.9361 eV
harmonic mean distance to conduction states: 2.9361 eV
ring-free network: 727 orbitals
  distance of level from e_h below 1e-10 eV: True
  amplitude ratio per bond: -0.1667
  weight on dangling hybrid: 0.9167
  weight in infinite network: 0.9167
gap states, terminator coupling 3.0 eV: 0
gap states, terminator coupling 1.0 eV: 2
  their levels: -0.9577, 0.9440 eV
scan at fixed e_h and V2, diamond cell of 128 atoms:
  V1 0.00: gap 6.000, level minus midgap 0.0000 eV
  V1 0.25: gap 5.000, level minus midgap 0.2500 eV
  V1 0.50: gap 4.000, level minus midgap 0.4999 eV
  V1 0.75: gap 3.000, level minus midgap 0.7468 eV
```
